# The Meta-GGA Kinetic-Energy-Density Operator: Variation, Hermiticity and Effective Mass: a numerical check

```python
# Result under test (Hartree atomic units):
#   E_xc = integral f(n, sigma, tau), sigma = |grad n|^2,
#   tau = (1/2) sum_i occ_i |grad phi_i|^2
# has the orbital derivative (per occupation)
#   h_xc phi = [f_n - div(2 f_sigma grad n)] phi - (1/2) div(f_tau grad phi).
# The last term is Hermitian when its surface flux vanishes, and together
# with -(1/2) Laplacian it defines the inverse mass 1/m* = 1 + f_tau.
import numpy as np
import sympy as sp
from scipy import constants
from pyscf import gto, dft

# ---- 1. Orbital variation in a 3D periodic cell with complex orbitals ----
N = 40
line = 2 * np.pi * np.arange(N) / N
X, Y, Z = np.meshgrid(line, line, line, indexing="ij")
cell = (2 * np.pi / N) ** 3
freq = np.fft.fftfreq(N, 1.0 / N)
freq[N // 2] = 0.0
K = np.meshgrid(freq, freq, freq, indexing="ij")


def grad(u):
    uk = np.fft.fftn(u)
    return np.array([np.fft.ifftn(1j * k * uk) for k in K])


def div(vec):
    return sum(np.fft.ifftn(1j * k * np.fft.fftn(c)) for k, c in zip(K, vec))


sn, ss, st = sp.symbols("n sigma tau", positive=True)
model = (-sp.Rational(7, 10) * sn ** sp.Rational(4, 3)
         + ss / (20 * (1 + sn)) + 3 * st ** 2 / (10 * (1 + sn + st)))
f_fun, fn_fun, fs_fun, ft_fun = [
    sp.lambdify((sn, ss, st), e, "numpy")
    for e in (model, sp.diff(model, sn), sp.diff(model, ss), sp.diff(model, st))]
occ_model = 2.0


def densities(orbitals):
    n = occ_model * sum(abs(p) ** 2 for p in orbitals)
    tau = 0.5 * occ_model * sum((abs(grad(p)) ** 2).sum(0) for p in orbitals)
    gn = grad(n).real
    return n, gn, (gn ** 2).sum(0), tau


def model_energy(orbitals):
    n, _, sigma, tau = densities(orbitals)
    return cell * f_fun(n, sigma, tau).sum()


phi1 = 1 + 0.3 * np.cos(X) + 0.2j * np.sin(Y + Z)
phi2 = 0.5 * np.exp(1j * X) + 0.3 * np.sin(Y) + 0.2j * np.cos(Z)
eta = (0.4 + 0.3j) * np.cos(X) + 0.5 * np.sin(Y) + 0.2j * np.exp(1j * Y) \
    + 0.3 * np.exp(1j * X)
step = 1e-3
E = {s: model_energy([phi1, phi2 + s * step * eta]) for s in (-2, -1, 1, 2)}
slope_fd = (8 * (E[1] - E[-1]) - (E[2] - E[-2])) / (12 * step)
n, gn, sigma, tau = densities([phi1, phi2])
ft = ft_fun(n, sigma, tau)
v_mult = fn_fun(n, sigma, tau) - div(2 * fs_fun(n, sigma, tau) * gn).real
gphi = grad(phi2)
part_lap = -0.5 * ft * div(gphi)
part_grad = -0.5 * (grad(ft) * gphi).sum(0)


def slope_from(hphi):
    return 2 * occ_model * cell * np.sum(np.conj(eta) * hphi).real


slope_op = slope_from(v_mult * phi2 + part_lap + part_grad)
slope_cut = slope_from(v_mult * phi2 + part_lap)
assert abs(slope_fd - slope_op) < 1e-6 * max(1, abs(slope_fd))
assert abs(slope_fd - slope_cut) > 1e-3
print("MODEL CELL: slope of E_xc along an orbital change (hartree)")
print(f"  finite difference            {slope_fd:.7f}")
print(f"  derived operator             {slope_op:.7f}")
print(f"  without grad f_tau term      {slope_cut:.7f}")

# ---- 2. Hermiticity and its surface term in the unit cube ----
x, y, z = xyz = sp.symbols("x y z", real=True)
g = 1 + sp.sin(2 * x + y) / 2 + sp.Rational(3, 10) * z ** 2
chi = 1 + x * y + sp.I * z ** 2
phi = sp.exp(sp.I * (x + 2 * y)) * (1 + z)


def op_div(u):
    return -sum(sp.diff(g * sp.diff(u, q), q) for q in xyz) / 2


def op_naive(u):
    return -g * sum(sp.diff(u, q, 2) for q in xyz) / 2


def values(expr, pts):
    out = sp.lambdify(xyz, expr, "numpy")(*pts)
    return np.broadcast_to(np.asarray(out, dtype=complex), pts[0].shape)


t, wt = np.polynomial.legendre.leggauss(16)
t, wt = (t + 1) / 2, wt / 2
vol_pts = np.meshgrid(t, t, t, indexing="ij")
vol_w = wt[:, None, None] * wt[None, :, None] * wt[None, None, :]


def defect(op, u, w):
    left = np.conj(values(u, vol_pts)) * values(op(w), vol_pts)
    right = np.conj(values(op(u), vol_pts)) * values(w, vol_pts)
    return np.sum(vol_w * (left - right))


surface = 0
A2, B2 = np.meshgrid(t, t, indexing="ij")
for axis in range(3):
    for side in (0.0, 1.0):
        pts = [A2, B2]
        pts.insert(axis, np.full_like(A2, side))
        q = xyz[axis]
        flux = values(g, pts) * (
            np.conj(values(chi, pts)) * values(sp.diff(phi, q), pts)
            - values(phi, pts) * np.conj(values(sp.diff(chi, q), pts)))
        surface += -0.5 * (2 * side - 1) * np.sum(np.outer(wt, wt) * flux)
free_defect = defect(op_div, chi, phi)
bump = 64 * x * (1 - x) * y * (1 - y) * z * (1 - z)
wall_defect = defect(op_div, bump * chi, bump * phi)
naive_defect = defect(op_naive, bump * chi, bump * phi)
assert abs(free_defect - surface) < 1e-9 and abs(surface) > 1e-2
assert abs(wall_defect) < 1e-9
assert abs(naive_defect) > 1e-3
print("UNIT CUBE: <chi|A phi> - <A chi|phi> (hartree)")
print(f"  free boundary, volume   {free_defect:.6f}")
print(f"  free boundary, surface  {surface:.6f}")
print(f"  zero at walls, size     {abs(wall_defect):.1e}")
print(f"  f_tau*Laplacian only    {abs(naive_defect):.6f}")

# ---- 3. Inverse mass from the double commutator; continuity equation ----
a, v, u, w = [sp.Function(s)(x, y, z) for s in ("a", "v", "u", "w")]


def ham(p):
    return -sum(sp.diff(a * sp.diff(p, q), q) for q in xyz) / 2 + v * p


for i, qi in enumerate(xyz):
    for j, qj in enumerate(xyz):
        double = (qi * ham(qj * u) - ham(qi * qj * u)
                  - qj * qi * ham(u) + qj * ham(qi * u))
        assert sp.expand(double.doit() - (a * u if i == j else 0)) == 0
rate = 2 * (u * ham(w) - w * ham(u))     # d|u+iw|^2/dt from i dphi/dt = h phi
outflow = sum(sp.diff(a * (u * sp.diff(w, q) - w * sp.diff(u, q)), q)
              for q in xyz)
assert sp.expand((rate + outflow).doit()) == 0


# ---- 4. One-dimensional periodic mass: 1/m* = mean + amp cos x ----
def lowest(mean, amp, k, cutoff):
    G = np.arange(-cutoff, cutoff + 1)
    coeff = (mean * np.eye(len(G)) + amp / 2 * np.eye(len(G), k=1)
             + amp / 2 * np.eye(len(G), k=-1))
    return np.linalg.eigvalsh(0.5 * np.outer(k + G, k + G) * coeff)[0]


k_small, amp = 0.01, 0.6
band_mass = k_small ** 2 / (2 * lowest(1.0, amp, k_small, 40))
inverse_mass = 1 + amp * np.cos(line)
mean_mass = np.mean(1 / inverse_mass)
mass_of_mean = 1 / np.mean(inverse_mass)
assert abs(band_mass - mean_mass) < 5e-4
assert abs(band_mass - mass_of_mean) > 0.1
low40, low80 = lowest(0.5, 1.0, 0.0, 40), lowest(0.5, 1.0, 0.0, 80)
assert low40 < 0 and low80 / low40 > 3.5
print("PERIODIC MASS, 1/m* = 1 + amp cos(x), x in bohr")
print(f"  amp {amp:.1f}, k {k_small:.2f} 1/bohr")
print(f"  band mass (diagonalized)     {band_mass:.5f} m_e")
print(f"  cell average of m*           {mean_mass:.5f} m_e")
print(f"  1/(average of 1/m*)          {mass_of_mean:.5f} m_e")
print("NEGATIVE REGION, 1/m* = 0.5 + cos(x): lowest energy")
print(f"  cutoff 40 1/bohr: {low40:.1f} hartree")
print(f"  cutoff 80 1/bohr: {low80:.1f} hartree")

# ---- 5. Neon atom, TPSS ----
xc = "tpss,tpss"
mol = gto.M(atom="Ne 0 0 0", basis="cc-pvtz", verbose=0)
mf = dft.RKS(mol)
mf.xc = xc
mf.grids.level = 3
mf.conv_tol = 1e-11
e_total = mf.kernel()
assert mf.converged
C = mf.mo_coeff[:, :5]


def orbitals_at(points):
    ao = dft.numint.eval_ao(mol, points, deriv=1)
    return np.array([comp @ C for comp in ao])     # value, d/dx, d/dy, d/dz


def rho_array(mo, occ):
    rho = np.zeros((6, mo.shape[1]))               # Laplacian row is unused
    rho[0] = (mo[0] ** 2) @ occ
    for c in (1, 2, 3):
        rho[c] = 2 * (mo[0] * mo[c]) @ occ
    rho[5] = 0.5 * (mo[1:] ** 2).sum(0) @ occ
    return rho


def xc_eval(rho):
    exc, vxc = dft.libxc.eval_xc(xc, rho, spin=0, deriv=1)[:2]
    return (rho[0] * np.ravel(exc), np.ravel(vxc[0]), np.ravel(vxc[1]),
            np.ravel(vxc[-1]))


occ = np.full(5, 2.0)
weights = mf.grids.weights
mo = orbitals_at(mf.grids.coords)
rho = rho_array(mo, occ)
_, f_n, f_s, f_t = xc_eval(rho)
h_local = mf.get_hcore() + mf.get_j(mol, mf.make_rdm1())
T = mol.intor("int1e_kin")
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
print(f"NEON, TPSS/cc-pVTZ: total energy {e_total:.5f} hartree")
print("orbital: kinetic, tau term (hartree), tau term (eV), mean 1/m*")
for i, name in enumerate(("1s", "2s", "2p")):
    value, slope = mo[0][:, i], mo[1:, :, i]
    tau_term = np.sum(weights * 0.5 * f_t * (slope ** 2).sum(0))
    mult_term = np.sum(weights * (f_n * value ** 2 + 4 * f_s * value
                                  * (rho[1:4] * slope).sum(0)))
    d = 1e-3
    shift = d * np.eye(5)[i]
    e_up = np.sum(weights * xc_eval(rho_array(mo, occ + shift))[0])
    e_dn = np.sum(weights * xc_eval(rho_array(mo, occ - shift))[0])
    assert abs((e_up - e_dn) / (2 * d) - mult_term - tau_term) < 1e-5
    orbital_energy = C[:, i] @ h_local @ C[:, i] + mult_term + tau_term
    assert abs(orbital_energy - mf.mo_energy[i]) < 2e-5
    kinetic = C[:, i] @ T @ C[:, i]
    print(f"  {name}: {kinetic:.4f}, {tau_term:.5f}, "
          f"{tau_term * hartree_ev:.3f}, {1 + tau_term / kinetic:.5f}")
    print(f"      orbital energy {orbital_energy:.4f} hartree, "
          f"xc part {mult_term + tau_term:.4f}")


def radial_points(radii):
    return np.outer(radii, np.ones(3) / np.sqrt(3))


radii = np.array([0.05, 0.1, 0.2, 0.3, 0.5, 0.8, 1.2, 2.0, 3.0])
rho_r = rho_array(orbitals_at(radial_points(radii)), occ)
f_t_r = xc_eval(rho_r)[3]
up, down = rho_r.copy(), rho_r.copy()
up[5] *= 1 + 1e-4
down[5] *= 1 - 1e-4
f_t_fd = (xc_eval(up)[0] - xc_eval(down)[0]) / (up[5] - down[5])
assert np.max(abs(f_t_fd - f_t_r)) < 1e-5
print("r (bohr), n (1/bohr^3), f_tau, m* (m_e)")
for r, dens, ftau in zip(radii, rho_r[0], f_t_r):
    print(f"  {r:.2f}  {dens:.5f}  {ftau:.5f}  {1 / (1 + ftau):.5f}")
fine = np.linspace(0.05, 3.0, 600)
f_fine = xc_eval(rho_array(orbitals_at(radial_points(fine)), occ))[3]
assert np.min(1 + f_fine) > 0
m_fine = 1 / (1 + f_fine)
lo, hi = np.argmin(m_fine), np.argmax(m_fine)
print("range of m* for r from 0.05 to 3 bohr")
print(f"  smallest {m_fine[lo]:.4f} m_e at r = {fine[lo]:.2f} bohr")
print(f"  largest  {m_fine[hi]:.4f} m_e at r = {fine[hi]:.2f} bohr")
print("verified")
```

Printed output:

```
MODEL CELL: slope of E_xc along an orbital change (hartree)
  finite difference            -378.0721113
  derived operator             -378.0721113
  without grad f_tau term      -378.8244940
UNIT CUBE: <chi|A phi> - <A chi|phi> (hartree)
  free boundary, volume   3.711038+4.833187j
  free boundary, surface  3.711038+4.833187j
  zero at walls, size     7.5e-16
  f_tau*Laplacian only    0.077926
PERIODIC MASS, 1/m* = 1 + amp cos(x), x in bohr
  amp 0.6, k 0.01 1/bohr
  band mass (diagonalized)     1.25003 m_e
  cell average of m*           1.25000 m_e
  1/(average of 1/m*)          1.00000 m_e
NEGATIVE REGION, 1/m* = 0.5 + cos(x): lowest energy
  cutoff 40 1/bohr: -300.4 hartree
  cutoff 80 1/bohr: -1333.1 hartree
NEON, TPSS/cc-pVTZ: total energy -128.96168 hartree
orbital: kinetic, tau term (hartree), tau term (eV), mean 1/m*
  1s: 46.1375, 0.18436, 5.017, 1.00400
      orbital energy -30.6469 hartree, xc part -4.0936
  2s: 5.2435, 0.03507, 0.954, 1.00669
      orbital energy -1.3506 hartree, xc part -1.1287
  2p: 4.2956, 0.03665, 0.997, 1.00853
      orbital energy -0.4813 hartree, xc part -1.0073
r (bohr), n (1/bohr^3), f_tau, m* (m_e)
  0.05  229.08922  0.00839  0.99168
  0.10  86.53035  0.00451  0.99551
  0.20  14.47289  0.00216  0.99784
  0.30  4.62862  0.00096  0.99904
  0.50  2.28621  0.00502  0.99500
  0.80  0.91220  0.02198  0.97849
  1.20  0.22612  0.01513  0.98510
  2.00  0.01600  0.00230  0.99771
  3.00  0.00078  0.00003  0.99997
range of m* for r from 0.05 to 3 bohr
  smallest 0.9784 m_e at r = 0.77 bohr
  largest  1.0006 m_e at r = 0.37 bohr
verified
```
